Shear-wave reflection between impedance-matched solids near the critical angle

**Question**

Two thick elastic solids are welded along the plane z = 0. Solid 1 fills z < 0 and solid 2 fills z > 0. Each is isotropic, uniform and lossless, with density ρ, shear speed c, shear modulus μ = ρc² and shear impedance Z = ρc. The impedances are equal, Z₁ = Z₂ = Z, and c₂ = 2c₁.

A plane shear wave of angular frequency ω travels in the xz plane from solid 1 towards the interface, at angle θ₁ to the normal. Its displacement is along y, parallel to the interface: it is horizontally polarised. Complex waves carry the time factor exp(−iωt).

(a) Show that the interface creates no other polarisation. Find the refraction law and the critical angle.

(b) Derive the displacement amplitude ratios r (reflected to incident) and t (transmitted to incident).

(c) Derive the reflected and transmitted shares of the power, R and T, and show that they add to one.

(d) Show that about 32 percent of the power is reflected at θ₁ = 29°.

(e) Examine R near normal incidence, just below the critical angle and beyond it.

(f) For isotropic incidence, relate the flux-averaged transmissions from the two sides. What does this mean for heat conduction?

(g) A 0.1 THz wave passes from a titanium film into silicon. Assess the use of the model, including the effects of a compliant bond and of silicon's cubic anisotropy.

**Model answer to (a)**

Take the displacement to be (0, u(x,z,t), 0). Its divergence is ∂u/∂y = 0, so there is no compression. The only non-zero stresses are

σ_xy = μ ∂u/∂x,  σ_yz = μ ∂u/∂z.

Neither depends on y, so the force per unit volume has only a y component:

ρ ∂²u/∂t² = ∂/∂x(μ ∂u/∂x) + ∂/∂z(μ ∂u/∂z).

At the interface σ_xz and σ_zz vanish on both sides. Displacement along y alone therefore satisfies all the equations and welding conditions, and no other polarisation is needed.

Welding requires u and σ_yz to be continuous at every x and t. All three waves must then share ω and the tangential wavenumber k_x = (ω/c) sin θ. Hence

sin θ₁/c₁ = sin θ₂/c₂,  so  sin θ₂ = 2 sin θ₁.

The reflected wave leaves at angle θ₁. Refraction reaches 90° when sin θ₁ = 1/2, so the critical angle is 30°.

**Model answer to (b)**

Omitting the common factor exp(ik_x x − iωt), write

u₁ = exp(ik₁z) + r exp(−ik₁z),  u₂ = t exp(ik₂z),

where k₁ and k₂ are the normal wavenumbers, k = (ω/c) cos θ. The stress contains the product

μk = ρc² (ω/c) cos θ = ωZ cos θ ≡ ωY.

Thus, for a single wave travelling towards positive z, Y = Z cos θ is the ratio, apart from sign, of the shear stress σ_yz to the particle velocity along y. At z = 0, continuity of displacement gives

1 + r = t.

Continuity of stress gives iωY₁(1 − r) = iωY₂t, or

Y₁(1 − r) = Y₂t.

Substitute the first equation into the second:

Y₁ − Y₁r = Y₂ + Y₂r,

r = (Y₁ − Y₂)/(Y₁ + Y₂),

t = 1 + r = 2Y₁/(Y₁ + Y₂).

These hold for unequal impedances too. For Z₁ = Z₂ the common Z cancels:

r = (cos θ₁ − cos θ₂)/(cos θ₁ + cos θ₂).

Equal Z does not make Y equal at oblique incidence, because refraction changes the cosine.

**Model answer to (c)**

The energy flux along +z is −σ_yz ∂u/∂t. Its mean over a period is −½ Re(σ_yz v*), where v = −iωu is the complex velocity. In solid 1 let e₊ = exp(ik₁z) and e₋ = exp(−ik₁z). Then

σ_yz = iωY₁(e₊ − re₋),  v* = iω(e₊* + r*e₋*).

Since −i·i = 1, the mean flux is

½ω²Y₁ Re[(e₊ − re₋)(e₊* + r*e₋*)]
= ½ω²Y₁ Re[1 − |r|² + r*e₊e₋* − re₋e₊*].

The last two terms are a number minus its complex conjugate. Their sum is imaginary and drops out, leaving

½ω²Y₁(1 − |r|²).

The incident wave alone carries ½ω²Y₁, so R = |r|². Below the critical angle the transmitted wave carries ½ω²Y₂|t|². Therefore

T = (Y₂/Y₁)|t|² = 4Y₁Y₂/(Y₁ + Y₂)².

Adding the two shares,

R + T = [(Y₁ − Y₂)² + 4Y₁Y₂]/(Y₁ + Y₂)² = 1.

**Model answer to (d)**

For θ₁ = 29°,

sin θ₁ = 0.48481,  cos θ₁ = 0.87462,

sin θ₂ = 2 × 0.48481 = 0.96962,  θ₂ = 75.84°,  cos θ₂ = 0.24462.

Hence

r = (0.87462 − 0.24462)/(0.87462 + 0.24462) = 0.63000/1.11924 = 0.5629,

R = r² = 0.3168, with r left unrounded.

About 32 percent of the power is reflected. The reflected amplitude is 56 percent of the incident amplitude, so the word "power" matters.

The transmitted amplitude is t = 1.5629, larger than the incident one, yet

T = (0.24462/0.87462) × 1.5629² = 0.683.

There is no gain of energy: the refracted wave travels at only 14° to the interface and so carries little energy along the normal for its amplitude.

Direct integration of the wave equation through a very thin smooth transition, without imposing the welding conditions, also gives R = 0.3168 at this angle.

**Model answer to (e)**

Near normal incidence, θ₂ ≈ 2θ₁ in radians. Then

cos θ₁ − cos θ₂ ≈ (θ₂² − θ₁²)/2 ≈ 3θ₁²/2,

while the sum of the cosines is approximately 2. To leading order,

r ≈ 3θ₁²/4,  R ≈ 9θ₁⁴/16.

Reflection vanishes at normal incidence and at first grows slowly. It is 0.0006 at 10° and 0.016 at 20°.

Just below the critical angle, put θ₁ = 30° − δ, with δ small and in radians. Since the derivative of sin²θ is sin 2θ,

cos²θ₂ = 1 − 4 sin²θ₁ ≈ 4δ sin 60° = 2√3 δ.

For small q = cos θ₂/cos θ₁,

R = [(1 − q)/(1 + q)]² ≈ 1 − 4q.

This form is useful only within about 0.1° of the critical angle; at 29° q is already too large for it.

As q is proportional to √δ, the slope of R against angle grows without bound as 30° is approached from below. The computed values are 0.193 at 28°, 0.317 at 29°, 0.446 at 29.5° and 0.698 at 29.9°. A result quoted at 29° therefore needs a well-defined angle.

Beyond 30°, sin θ₂ > 1. The field in solid 2 must decay for z > 0, so k₂ = iκ with κ > 0, and Y₂ = iB with B = μ₂κ/ω real. Then

r = (Y₁ − iB)/(Y₁ + iB),  |r| = 1.

Reflection is total. The displacement in solid 2 is not zero, but its mean normal flux, proportional to Re Y₂, is.

**Model answer to (f)**

For isotropic incidence, the energy arriving between θ and θ + dθ is proportional to cos θ sin θ dθ: one factor projects the flux onto the normal and the other counts directions. Since ∫cos θ sin θ dθ from 0 to 90° is 1/2, the normalised average is

⟨T⟩ = ∫T sin 2θ dθ = ∫T d(sin²θ).

From the slow side the integral ends at sin²30° = 1/4. As T ≤ 1, ⟨T⟩₁₂ cannot exceed 1/4. Numerical integration gives 0.232.

From the fast side every angle has a refracted partner. The expression for T is unchanged when Y₁ and Y₂ are exchanged, and sin²θ₂ = 4 sin²θ₁. Thus

⟨T⟩₂₁ = ∫T d(sin²θ₂) = 4∫T d(sin²θ₁) = 4⟨T⟩₁₂ = 0.926.

This factor is what thermal equilibrium requires. The number of modes per unit volume and unit angular frequency, for one polarisation, is ω²/(2π²c³). The mean one-way flux onto a plane contains a further c/4, so the incident flux at a given temperature is proportional to 1/c². It is four times larger on the slow side, and its smaller transmission balances the two currents at equal temperatures.

In this model, then, three quarters of the horizontally polarised shear flux from the slow side is blocked by total reflection. Partial reflection inside the 30° cone removes only a further 0.25 − 0.232 = 0.018 of the incident flux. Equal impedances therefore do not let through all the heat arriving from the slow side. Yet the current is 93 percent of the most that equilibrium allows, which is the whole flux arriving from the fast side. The main limit is the smaller number of modes in the fast solid, not partial reflection.

**Model answer to (g)**

*Parameters.* Rough values, rounded to make the impedances equal, are 4600 kg/m³ and 2.9 km/s for titanium, and 2300 kg/m³ and 5.8 km/s for silicon. They give

Z = 4600 × 2900 = 2300 × 5800 = 13.34 × 10⁶ kg/(m² s).

The shear moduli are 38.7 and 77.4 GPa, and the wavelengths at 0.1 THz are 29 and 58 nm. The film must be thick enough for echoes from its far side to be separated. An adhesion layer a few nanometres thick does not meet this condition.

*Material values.* The rounded values were chosen to fit the model. Values closer to the real materials are 4500 kg/m³ and 3.10 km/s for polycrystalline titanium, and 2330 kg/m³ and 5.85 km/s for silicon. The changes are at most 7 percent. With the incidence angle held at 29°, R falls from 0.317 to 0.143. The critical angle has moved to 32.0°, so 29° is no longer so close to it.

*Compliant bond.* Let the bond have stiffness K per unit area. Stress remains continuous, but the displacement jumps by σ_yz/K. With σ_yz = iωY₂t,

1 + r = t − iωY₂t/K,  Y₁(1 − r) = Y₂t.

Eliminating t gives

Y₂(1 + r) = (1 − r)(Y₁ − iS),  S = ωY₁Y₂/K,

r = (Y₁ − Y₂ − iS)/(Y₁ + Y₂ − iS),

R = [(Y₁ − Y₂)² + S²]/[(Y₁ + Y₂)² + S²].

A strong bond may be estimated as one atomic spacing of titanium-like material: K ≈ 38.7 GPa/0.25 nm = 1.55 × 10²⁰ N/m³. Then ωZ/K ≈ 0.054 and S/Z ≈ 0.054 × 0.87462 × 0.24462 ≈ 0.012. R stays at 0.317. A bond ten times weaker raises it only to 0.324, but one a hundred times weaker raises it to 0.67, so a poor bond can dominate the reflection.

*Silicon's anisotropy.* Let the interface be a cube face. For k_x along a cube edge, gradients of u along x and z both meet the modulus c₄₄, and the isotropic formula holds with μ₂ = c₄₄.

Now turn the plane of incidence to the face diagonal. Let s be distance along (1,1,0)/√2, and let the displacement be f(s) along (1,−1,0)/√2. With x and y now along the cube edges, the strains are ε_xx = f′/2, ε_yy = −f′/2 and ε_xy = 0. Hence σ_xx = −σ_yy = (c₁₁ − c₁₂)f′/2, and the shear stress (σ_xx − σ_yy)/2 equals (c₁₁ − c₁₂)f′/2. The modulus for tangential gradients is therefore C_x = (c₁₁ − c₁₂)/2, while that for normal gradients remains c₄₄. The wave equation gives

ρ₂ω² = c₄₄k₂² + C_x k_x²,

Y₂ = c₄₄k₂/ω = √[c₄₄(ρ₂ − C_x p²)],  p = k_x/ω.

A rough ratio for silicon is C_x/c₄₄ = 0.64. At the same p,

Y₂/Z = √(1 − 0.64 × 0.96962²) ≈ 0.631,

r ≈ (0.875 − 0.631)/(0.875 + 0.631) ≈ 0.162,  R ≈ 0.026.

With the fitted values, turning the plane of incidence by 45° thus cuts the reflected power about twelvefold. With the closer material values above, the cut is about eightfold. At azimuths between these two the wave also couples to other polarisations, and this scalar treatment is no longer exact. The anisotropy also changes the averages in (f), even for long waves: the critical angle is larger near the diagonal, and with the fitted values the transmission from the film, averaged over azimuth with all transmitted polarisations counted, is about 0.29 instead of 0.232, above the isotropic bound of 1/4.

*Other effects.* A uniform spread of angles from 28° to 30° gives a mean R of 0.366. If the titanium film is textured, with a tangential-to-normal modulus ratio of 0.75 and an unchanged normal modulus, R is 0.331 at fixed p. If instead the wavevector is held at 29° to the normal, p rises almost to its critical value and R is 0.86. The size of this jump belongs to the fitted values, which place 29° just below the critical angle. With the closer material values, the same modulus ratio raises R only from 0.143 to 0.22. For titanium crystals with the hexagonal axis along the normal, rough moduli are 46.7 GPa for normal and 35.2 GPa for tangential gradients. With these and the closer silicon values above, R is about 0.15 at the same wavevector angle, little different from the 0.143 found without texture. Lattice dispersion, estimated from a chain of 0.25 nm spacing, and film damping with an assumed 1 μm intensity decay length change R by less than 0.001. This refers to the interface alone: travel through a film of thickness d and back multiplies the returned intensity by exp(−2d/(L cos θ₁)), which for L = 1 μm is 0.80 at d = 100 nm and 0.50 at d = 300 nm. For 0.5 nm rms roughness, a crude estimate from the phase spread at a fully reflecting surface multiplies the mirror-like reflected power by 0.965. This suits roughness correlated over lateral distances long compared with the wavelength; roughness of short correlation acts like a thin graded layer and gives a factor of about 0.995 or closer to one.

*Use for a real contact.* The 32 percent applies to long waves, a strong bond, equal impedances, a speed ratio of two, a beam of very small angular spread (hence of the order of a hundred wavelengths wide or more) at 29° and the cube-edge azimuth. Nearly equal impedances are not enough: the more realistic values above, whose impedances agree within 3 percent, give less than half of it. The wave's hf/k_B is 4.8 K. At 300 K, the thermal frequency k_BT/h is 6.25 THz, for which the continuum formula would give a 0.46 nm wavelength in the film. That is comparable with the atomic spacing, so the continuum model fails there, and neither R nor the averages in (f) predict a room-temperature conductance.

Numbers as computed

```
slow solid: density 4600 kg/m3, shear speed 2.9 km/s
fast solid: density 2300 kg/m3, shear speed 5.8 km/s
shear moduli, slow and fast: 38.7, 77.4 GPa
impedances, slow and fast: 13.34, 13.34 10^6 kg/(m2 s)
frequency 0.1 THz; wavelengths, slow and fast: 29, 58 nm
critical angle: 30.00 deg
angle of incidence: 29.00 deg
sin of incidence, of refraction: 0.48481, 0.96962
angle of refraction: 75.84 deg
cos of incidence, of refraction: 0.87462, 0.24462
amplitude ratios r, t: 0.5629, 1.5629
reflected power R: 0.3168
transmitted power T: 0.6832
R by direct integration of the wave equation: 0.3168
T from period-averaged flux: 0.6832
R at 0.0 deg: 0.0000
R at 10.0 deg: 0.0006
R at 20.0 deg: 0.0159
R at 25.0 deg: 0.0666
R at 28.0 deg: 0.1929
R at 29.5 deg: 0.4458
R at 29.9 deg: 0.6980
R at 35.0 deg: 1.0000
flux-averaged transmission from slow side: 0.2316
flux-averaged transmission from fast side: 0.9262
Neglected effects, R at 29 deg or equal tangential slowness:
less rounded densities: 4500, 2330 kg/m3
less rounded speeds: 3.10, 5.85 km/s
  their critical angle 32.0 deg, R 0.143
cubic modulus ratio (c11-c12)/(2 c44): 0.64
  R in the diagonal azimuth: 0.026
textured film, modulus ratio 0.75: R 0.331
uniform spread from 28 to 30 deg: mean R 0.366
lattice spacing 0.25 nm, bond stiffness 1.55e+20 N/m3
  R with this bond 0.3169, ten times weaker 0.3241
rms roughness 0.5 nm: specular factor 0.965
lattice dispersion: R 0.3174
film damping, intensity decay length 1 um: R 0.3168
temperature h f/k_B of the wave: 4.8 K
frequency k_B T/h at 300 K: 6.25 THz
  nominal wavelength in slow solid: 0.46 nm
```
